Why free-carrier absorption in a parabolic band needs momentum-relaxing scattering

Before calculating the infrared absorption of a transparent electrode, one must decide whether the energy bands of the perfect crystal are enough. For light below every vertical transition open to the carriers they are not. (Split bands, such as heavy and light holes, allow vertical absorption below the fundamental gap; that case is excluded here.) The bands supply the mass of the carriers, but in a single parabolic band the absorption by these carriers comes from whatever takes momentum away from the electrons. The calculation must therefore contain scatterers, and their type affects the answer.

**Setting and conventions**

Atomic units are used in the algebra: ħ, the electron mass and the elementary charge equal 1, and c is the speed of light. The electron charge is −1. The symbols k, q, Q, p, v and A denote vectors when they stand in a dot product, and magnitudes otherwise.

The band is E(k) = k²/2m, with m the band mass. Light enters by replacing k with k + A in the band energy, the factor 1/c being absorbed in A, so the electric field is −dA/dt. Virtual transitions to other bands enter only through a background permittivity ε∞. The photon has energy ω and wavevector q = n_r ω/c, where n_r is the refractive index. Damping of the wave is neglected in the conservation laws.

**Theorem**

(a) In a perfect, infinite crystal, to first order in the light field, an electron of this band can absorb a photon within the band only if its velocity component along q is

v∥ = c/n_r − q/2m.

If all occupied states are slower than this, no such absorption occurs.

(b) Add weak, static, independent contact scatterers. At zero temperature and for ωτ ≫ 1, the real part of the conductivity is

σ = [n/(mω²τ)] R(w), w = ω/E_F,

R(w) = [(1+w)^{3/2} − max(0, 1−w)^{3/2}]/(3w).

Here n is the carrier density, E_F the Fermi energy measured from the band bottom, and 1/τ the scattering rate at E_F. At fixed ω, σ vanishes as 1/τ → 0.

**Lemma 1: crystal momentum**

A photon takes a Bloch state k to k' = k + q + G, where G is a reciprocal-lattice vector.

Proof. The light couples through e^{iq·r}p, symmetrized in the order of its factors. Consider

M = ∫ ψ*_{k'} e^{iq·r} p ψ_k d³r.

Shift the integration variable by a lattice vector R. The integral is unchanged, while Bloch's theorem gives the factors e^{−ik'·R} and e^{ik·R}, and the photon gives e^{iq·R}. Hence

M = e^{i(k+q−k')·R} M for every R.

Either M = 0 or the exponential is 1 for every R, which means k' = k + q + G. The other order of the factors has the same phase. ∎

Wavevectors that differ by G label the same state of a band, so G opens no extra channel within the band. For q → 0 the final state in the same band is the initial state, which has gained no energy. A state of another band at the same k remains allowed.

A one-dimensional test used a ring of ten cells, each 6 bohr long, with potential −0.3 cos(2πx/6) hartree. One trip around the ring multiplied the wavefunction by the phase factor e^{2πi·0.3}, so that k and −k were not degenerate. Between different states of the lowest band, the largest momentum element was 6×10⁻¹⁴ a.u., which is rounding error. Each lowest-band state had one vertical partner in the next band, and the smallest of these elements was 0.319 a.u. A Gaussian defect of depth 0.1 hartree raised the largest element within the lowest band to 0.078 a.u.

**Lemma 2: energy**

In the parabolic band, Lemma 1 and energy conservation require

(k+q)²/2m − k²/2m = ω.

Expanding the square cancels k²/2m:

k·q/m + q²/2m = ω.

Division by q, with v∥ = k·q/(mq) and ω/q = c/n_r, gives

v∥ + q/2m = c/n_r.

This is part (a). ∎

In a Fermi sea with Fermi velocity v_F, the largest possible gain is v_F q + q²/2m, reached by an electron at the Fermi surface moving along q.

An unbounded parabola always has a formal solution at some large k. That solution lies far outside the energy range in which a band is parabolic. For any smooth band whose speed never exceeds v_max,

E(k+q) − E(k) = ∫₀¹ q·v(k+sq) ds ≤ q v_max.

Since ω = qc/n_r, absorption within the band is impossible for every k when v_max < c/n_r. For independent electrons the prohibition thus does not depend on the parabolic shape.

**Lemma 3: collisions between electrons**

In a parabolic band, electron–electron collisions alone do not permit absorption from a uniform field.

Proof. Let

H = Σ p_i²/2m + Σ_{i<j} u(r_i − r_j), P = Σ p_i.

A common displacement of all electrons leaves H unchanged, so H commutes with P. Between eigenstates i and f,

0 = ⟨f|[H,P]|i⟩ = (E_f − E_i)⟨f|P|i⟩.

Hence ⟨f|P|i⟩ = 0 whenever the energies differ. The uniform field couples through A·P/m, plus a term in A² that depends on time alone and gives a common phase. Neither causes a transition. ∎

The proof needs the total velocity to be P/m, with one mass for all electrons. It fails for several parabolic valleys whose masses along the field differ. In a nonparabolic band, a collision can conserve P and still change the sum of velocities. This was tested for two electrons on a ring of 10 bohr, with seven wavevectors each and the repulsion element 0.1 exp(−Q²/2) hartree, where Q is the transferred wavevector. Between states of different energy, the largest current element was 7×10⁻¹⁵ a.u. for the parabola and 0.145 a.u. for E = √(1+k²) − 1. The word "scattering" in the parabolic result therefore means scattering that removes momentum from the electron system.

**Lemma 4: the scattering-assisted amplitude**

Let V be the matrix element of a static potential from k to k', with Q = k' − k and E' − E = ω. For A(t) = A₀ e cos ωt, where e is the unit polarization vector, the amplitude for absorption is

T = −A₀ V (e·Q)/(2mω).

Proof. The cosine contains an absorbing part with amplitude A₀/2. The photon wavevector is neglected beside Q. There are two orders of events, and each denominator is the initial total energy minus the intermediate one.

If the photon is absorbed first, the electron stays at k and the intermediate energy is E. The denominator is (E+ω) − E = ω, and the contribution is

V (A₀/2)(e·k)/(mω).

If the electron scatters first, it is at k' with the photon still present. The denominator is (E+ω) − (E'+ω) = −ω, and the contribution is

−V (A₀/2)(e·k')/(mω).

Their sum contains e·k − e·k' = −e·Q, which gives T. ∎

Each intermediate step violates energy conservation, while the complete process satisfies it. The scatterer supplies the momentum and the photon the energy. If no momentum is transferred, the two paths cancel.

A direct propagation in time tests this amplitude. An electron of mass 1 on a ring of 20 bohr, with the same phase factor as in the test of Lemma 1 and hence wavevectors 2π(j+0.3)/20 for integer j, met a Gaussian bump of height 2×10⁻⁴ hartree and width 1 bohr, under a pulse of peak vector potential 0.02 and width 15 a.u. For the transition from k = 0.094 to 1.037 a.u., the propagated probability was 1.139×10⁻¹⁰ and the formula gave 1.143×10⁻¹⁰. The difference is 0.3 percent of the propagated value.

**Proof of part (b)**

The scatterers are V(r) = u Σ_j δ(r−R_j) at independent random positions, with density n_i in volume Ω. For Q ≠ 0 the cross terms between different scatterers average to zero, leaving

⟨|V|²⟩ = n_i u²/Ω = γ/Ω, γ = n_i u².

The density of states per spin and volume is

g(E) = [4πk²/(2π)³] dk/dE = mk/(2π²),

because dk/dE = m/k. The golden rule then gives the elastic scattering rate

1/τ(E) = 2πγ g(E).

Contact scattering is isotropic, so this is also the rate at which momentum relaxes, and the mobility is τ/m.

The field amplitude is F = ωA₀. Substituting A₀ = F/ω in Lemma 4 gives the transition rate

W = 2π (γ/Ω) [F²(e·Q)²/(4m²ω⁴)] δ(E'−E−ω).

Let f and f' be the occupations of the lower and upper state. Absorption carries f(1−f') and stimulated emission f'(1−f). Their difference is f − f'. With two spins, the net absorbed power per volume is

P_abs = (2/Ω) Σ_{k,k'} ω W (f−f').

The time average of σF² cos² ωt is σF²/2, so σ = 2P_abs/F². Replacing each sum by Ω∫d³k/(2π)³ cancels the volumes:

σ = [2πγ/(m²ω³)] ∫∫ [d³k d³k'/(2π)⁶] (e·Q)² δ(E'−E−ω)(f−f').

The prefactor is 2 · 2 · ω · 2πγ/(4m²ω⁴). In the angular average of (e·k' − e·k)² the cross term vanishes, and each square gives one third:

(e·Q)² → (k²+k'²)/3 = 2m(2E+ω)/3.

Therefore

σ = [4πγ/(3mω³)] ∫ g(E) g(E+ω)(2E+ω)(f−f') dE.

At zero temperature f−f' = 1 for max(0, E_F−ω) < E < E_F, and zero elsewhere. Put x = E/E_F, g_F = g(E_F) and g(E) = g_F√x. The energy integral becomes

I = g_F² E_F² ∫ √[x(x+w)] (2x+w) dx.

With y = x(x+w), the last factors are dy = (2x+w)dx, and the integral of √y is (2/3)y^{3/2}. The upper limit x = 1 gives y = 1+w. The lower limit gives y = 1−w for w < 1, and y = 0 otherwise. By the definition of R,

I = g_F² E_F² (2/3)(3wR) = 2w g_F² E_F² R.

Now use 2πγg_F = 1/τ and wE_F = ω:

σ = [2/(3mω³τ)] g_F E_F² · 2wR = [4g_F E_F/(3mω²τ)] R.

The carrier density is n = 2∫₀^{E_F} g dE = 4g_F E_F/3, which gives the stated result. ∎

As a test, the golden-rule power was summed over explicit wavevectors with a fixed polarization, at ω = 0.01E_F, ω = 0.3E_F and the photon energy of the example below. Each sum agreed with the closed form within a relative tolerance of 10⁻⁴.

**Remark 1: limits**

For small w, expand

(1±w)^{3/2} = 1 ± 3w/2 + 3w²/8 ∓ w³/16 + … .

The difference of the two powers is 3w − w³/8 + …, so R = 1 − w²/24 + … . In the range 1/τ ≪ ω ≪ E_F the result becomes n/(mω²τ), which is the high-frequency form of the Drude conductivity

σ_D = (nτ/m)/(1+ω²τ²).

For w ≫ 1, R approaches √w/3. Within the contact-scatterer model σ then falls as ω^{−3/2} instead of ω^{−2}.

The limits of zero frequency and zero scattering cannot be exchanged. At ω = 0 the Drude value nτ/m grows without bound as τ increases, whereas at any fixed ω > 0 the conductivity tends to zero. The area under σ_D from zero to infinite frequency is πn/(2m), independent of τ. Weak scattering gathers this area ever closer to zero frequency.

**Remark 2: absorption coefficient**

In these units the time-averaged energy flux of the wave is n_r cF²/(8π). Dividing the absorbed power σF²/2 by it gives

α = 4πσ/(n_r c),

with n_r the real part of √[ε∞ − 4πn/(mω²) + 4πiσ/ω].

**Worked example: a doped oxide film**

The round parameters lie in the regime of tin-doped indium oxide electrodes and are rough: density 5×10²⁰ cm⁻³, mass 0.35 electron masses, mobility 40 cm²/Vs, ε∞ = 4 and thickness 200 nm. The photon energy is 1 eV.

The Fermi wavevector (3π²n)^{1/3} is 0.2455 Å⁻¹ and E_F is 0.656 eV. The refractive index is 1.43 and the photon wavevector 7.2×10⁻⁴ Å⁻¹. Since v_F = 2E_F/k_F, the largest energy gain without scattering is

2 × 0.656 × 7.225×10⁻⁴/0.2455 ≈ 0.0039 eV,

the term q²/2m being negligible. This is far below the 1 eV required. An electron able to absorb would need 259 times the Fermi speed, or 0.70 of the vacuum speed of light. The parabola would assign it about 44 keV, which no conduction band describes.

From the Fermi level, the final state has wavevector 0.390 Å⁻¹. The scatterer must supply at least

0.390 − 0.2455 − 0.0007 ≈ 0.144 Å⁻¹,

about 199 times the photon wavevector. This supports the neglect of q in Lemma 4.

With scattering, the mobility gives τ = 7.96 fs and ωτ = 12.1. For w = 1.524,

R = 2.524^{3/2}/(3 × 1.524) = 0.877.

Because the mobility is μ = eτ/m in ordinary units, the conductivity can be written as

σ = enμR/(ωτ)² = (1.602×10⁻¹⁹ × 5×10²⁰ × 40 × 0.877)/12.09² ≈ 19.2 S/cm.

This gives α ≈ 5.1×10³ cm⁻¹, an absorption length of about 1970 nm. One pass through the film absorbs

1 − exp(−200/1969) ≈ 9.7 percent,

with reflection and interference left out.

**Remark 3: the model beside a real film**

Two assumptions of the example are doubtful for a real film: ionized donors are not contact scatterers, and the band bends within 1 eV above the Fermi level. Both can be examined by replacing Q/m in Lemma 4 with the velocity change v' − v, and the constant V with one proportional to 1/(Q²+κ²). Static screening by the carriers gives

κ² = (4π/ε_s)(mk_F/π²) = 4mk_F/(πε_s),

with ε_s = 9. The bent band obeys E(1+aE) = k²/2m₀, with a = 0.4 eV⁻¹. In the comparison, density, mobility and the Fermi-surface mass k/v = 0.35 are held fixed, which sets m₀ = 0.21. The strength of the scatterers is thus fitted to the mobility, not derived from the number of donors.

The factor R = 0.877 becomes 0.910 for the bent band alone, 0.543 for screened charges alone and 0.441 for both. The last case halves the absorption coefficient, to about 2.6×10³ cm⁻¹, but this reduction depends on the assumption of static screening. The photon energy exceeds the screened plasma energy of the carriers, √[4πn/(mε∞)] ≈ 0.70 eV. It is also comparable to v_F Q for transferred wavevectors Q near k_F, where the carriers' response at the photon frequency therefore differs strongly from the static one. Dynamic screening can restore the lost absorption or exceed it. With the random-phase (Lindhard) dielectric function at the photon frequency and the parabolic band, the factor is about 0.84 for a background permittivity of 9 and about 1.3 for a background of 4, where plasmon emission contributes. The statically screened factors should therefore not be read as properties of a real film. With these parameters, bending raises absorption by contact scatterers but lowers it for screened charges. The bending does not rescue absorption without scattering: the largest gain for any k is then 0.0048 eV.

The other neglected effects that were sized are smaller. At 300 K, with density and scatterers fixed, R is 0.881. The correction 1/(ωτ)² is 0.7 percent relative to the high-frequency Drude form. The frequency dependence of R brings a further dispersive correction of first order in 1/(ωτ); together they lower α by about 2 percent. The mean free path, 6.5 nm, is 3 percent of the thickness, so surfaces should add little scattering. The photon energy is 0.29 of a rough interband gap of 3.5 eV. The lifetime broadening, 0.083 eV, is about 13 percent of E_F, so the weak-scattering treatment is reasonable but not precise. Phonon energies, electron–electron collisions in the bent band, dynamic screening, grain boundaries and the overlap of Bloch functions are not included. The model therefore places the absorption coefficient roughly between 3×10³ and 8×10³ cm⁻¹, depending on scatterer and screening, and is not a prediction to two digits.

For design, write σ = (nτ/m)R/(ωτ)². At fixed dc conductivity nτ/m, photon energy and mass, a longer lifetime with a lower density reduces the absorption coefficient as 1/τ², provided that ωτ ≫ 1 and that R and n_r change little. In the example the second condition holds only roughly: halving the density raises n_r from 1.43 to about 1.74, which lowers the absorption coefficient further. R stays near 0.87 for contact scatterers but falls from 0.54 to 0.35 for statically screened charges, so doubling τ reduces α to 0.20 or 0.13 of its value rather than 0.25. Nor does a lower density by itself give the longer lifetime: with one donor per carrier, the donor-limited mobility of the screened model rises only from about 87 to about 99 cm²/Vs when the density is halved. The fraction of light absorbed by a real film also depends on reflection and interference, which change with n_r. The complete numerical output follows the text.

Calculated quantities

```
Carrier density: 5e+20 cm^-3
Band mass: 0.35 electron masses
Mobility: 40 cm2/Vs
High-frequency permittivity: 4
Static permittivity: 9
Film thickness: 200 nm
Photon energy: 1 eV
Vacuum wavelength: 1240 nm
Fermi wavevector: 0.2455 1/angstrom
Fermi energy: 0.6563 eV
Lifetime: 7.96 fs
Photon energy times lifetime / hbar: 12.09
Refractive index: 1.426
Photon wavevector: 7.225e-04 1/angstrom
Largest gain without scattering: 0.003868 eV
Same, bent band, any k: 0.004848 eV
Needed speed / Fermi speed: 258.9
Needed speed / vacuum light speed: 0.7014
Parabolic energy at needed speed: 4.399e+04 eV
Final wavevector from Fermi level: 0.3901 1/angstrom
Least missing wavevector: 0.1438 1/angstrom
Missing / photon wavevector: 199
Ring momentum element, perfect band: 6e-14 a.u.
Same, with defect: 0.07799 a.u.
Smallest vertical interband element: 0.3186 a.u.
Pair current element, parabolic: 7e-15 a.u.
Pair current element, bent band: 0.1447 a.u.
Transition probability, propagated: 1.1388e-10
Transition probability, formula: 1.1427e-10
Photon energy / Fermi energy: 1.524
Factor R, contact scatterers: 0.8771
Optical conductivity: 19.22 S/cm
Absorption coefficient: 5078 1/cm
Absorption length: 1969 nm
Single-pass film absorption: 9.657 percent
Nonparabolicity parameter: 0.4 1/eV
Bent-band bottom mass: 0.2115 electron masses
Factor, bent band: 0.9101
Factor, screened charges: 0.5433
Factor, both changes: 0.4407
Absorption coefficient, both: 2553 1/cm
Temperature: 300 K
Thermal energy: 0.02585 eV
Factor R at this temperature: 0.8807
Lifetime broadening: 0.08269 eV
Drude correction 1/(w tau)^2: 0.006838
Mean free path: 6.465 nm
Mean free path / thickness: 0.03232
Interband gap, rough input: 3.5 eV
Photon energy / gap: 0.2857
```
